**Bias ramp that holds the surface potential of an insulator in a plasma**

The program tests the statement that a surface collecting net current density $J$ keeps its potential when the electrode is ramped at $dV_b/dt=-J/C$, where $C$ is the capacitance per area between surface and electrode. $U$ is the plasma potential minus the surface potential, and $C_e$ measures the electron charge displaced per volt as the sheath widens. A time-dependent simulation of cold ions, Boltzmann electrons and surface charging starts from a floating sheath. The program asserts that the balanced ramp keeps $U$ nearly steady in the second half of the hold, with and without secondary emission, and that without emission $U$ ends within 4 V of its 100 V target. It asserts that the charge-balance formulas give the sheath voltage under a flat bias at 3 µs within 4 V, and the gain from a ramp 10 % too steep within 7 %. It also asserts the series-capacitance formula against a layered Laplace solution and $C_e$ against numerical static sheaths. For 0.5 mm of silica glass and 0.1 mA/cm², the output gives a ramp of 14.5 V/µs. After 5 µs the simulated sheath voltage is 100.7 V with the ramp and 36.2 V with a flat bias.

## Program and output

```python
"""
Result under test: the surface of an insulator (capacitance per area C to the
driven electrode) that collects a net current density J keeps its potential
when the electrode potential is ramped at dVb/dt = -J/C.

Symbols: U = plasma potential minus surface potential; T = electron temperature
in volts; n = density at the sheath edge; uB = sqrt(e T / m) = ion entry speed.
Off balance, the predicted drift of the surface is (J - C R)/(C + Ce), where R
is the ramp magnitude and Ce = -d(electron charge per area)/dU.
The predictions are compared with a time-dependent sheath simulation.
Scaled units: length lambda_D, speed uB, potential T, density n.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

e, eps0, kB = const.e, const.epsilon_0, const.k
ion_mass = 39.95 * const.atomic_mass

# ---------- inputs: rough typical values ----------
thickness = 0.5e-3        # m, glass wafer
eps_r = 3.9               # silica glass
J = 1.0                   # A/m2
T = 3.0                   # V
U_target = 100.0          # V
hold_time = 5e-6          # s
gamma = 0.1               # secondary electrons per ion
gap = 10e-6               # m, vacuum gap under the wafer
film, film_eps = 20e-9, 9.0
resistivity = 1e12        # ohm m, warm glass
breakdown = 0.3           # MV/cm, bulk glass
pressure_mTorr, gas_temp = 5.0, 400.0
cross_section = 5e-19     # m2, charge exchange

# ---------- derived scales ----------
C = eps0 * eps_r / thickness
uB = np.sqrt(e * T / ion_mass)
n_edge = J / (e * uB)
debye = np.sqrt(eps0 * T / (e * n_edge))
time_unit = debye / uB
cap = C * debye / eps0
electron_sat = np.sqrt(ion_mass / (2 * np.pi * const.m_e))
u_float = np.log(electron_sat)
u_target = U_target / T
ramp = J / C


def field(u):
    """Scaled static sheath field where the potential is -u."""
    return np.sqrt(2 * (np.sqrt(1 + 2 * u) + np.exp(-u) - 2))


def c_electron(u):
    """Scaled capacitance of the electrons pushed out of the sheath."""
    return (1 - np.exp(-u)) / field(u)


def expelled(u):
    """Scaled electron charge pushed out between floating and u."""
    return quad(c_electron, u_float, u)[0]


step = (u_target - u_float) + expelled(u_target) / cap


def static_sheath(u_wall, length, dx):
    """Numerical static sheath: plasma at x = 0, wall at x = length."""
    x = np.linspace(0, length, int(round(length / dx)) + 1)
    u_tab = np.geomspace(1e-4, u_wall, 4000)
    run = cumulative_trapezoid(1 / field(u_tab), u_tab, initial=0)
    dist = run[-1] - run
    u = np.interp(length - x, dist[::-1], u_tab[::-1])
    u -= u[0] * (1 - x / length)
    band = np.full((3, len(x) - 2), 1 / dx**2)
    for _ in range(60):
        mid = u[1:-1]
        res = ((u[2:] - 2 * mid + u[:-2]) / dx**2
               - (1 + 2 * mid)**-0.5 + np.exp(-mid))
        band[1] = -2 / dx**2 + (1 + 2 * mid)**-1.5 - np.exp(-mid)
        change = solve_banded((1, 1), band, -res)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-7:
            return x, u
    raise RuntimeError("static sheath did not converge")


def simulate(ramp_factor, emission=0.0, dx=0.1, dt=0.008, length=30.0):
    """Step and ramp the electrode; return time (s), U (V), wall ion flux."""
    x, u0 = static_sheath(u_float, length, dx)
    phi = -u0
    speed = np.sqrt(1 - 2 * phi)
    dens = 1 / speed
    slope = ((phi[-1] - phi[-2]) / dx
             + dx / 2 * (np.exp(phi[-1]) - dens[-1]))
    sigma = slope                    # no voltage across the glass at first
    bias0 = phi[-1] - step
    count = int(np.ceil(hold_time / time_unit / dt))
    dt = hold_time / time_unit / count
    band = np.full((3, len(x) - 1), 1 / dx**2)
    band[2, -2] = -1 / dx
    res = np.empty(len(x) - 1)
    history, wall_flux = np.empty(count + 1), np.empty(count + 1)
    for k in range(count + 1):
        bias = bias0 - ramp_factor * k * dt / cap
        for iteration in range(60):
            ne = np.exp(phi[1:])
            res[:-1] = ((phi[2:] - 2 * phi[1:-1] + phi[:-2]) / dx**2
                        - ne[:-1] + dens[1:-1])
            res[-1] = (cap * (phi[-1] - bias) + (phi[-1] - phi[-2]) / dx
                       + dx / 2 * (ne[-1] - dens[-1]) - sigma)
            band[1, :-1] = -2 / dx**2 - ne[:-1]
            band[1, -1] = cap + 1 / dx + dx / 2 * ne[-1]
            change = solve_banded((1, 1), band, -res, check_finite=False)
            phi[1:] += change
            if np.max(np.abs(change)) < 1e-7:
                break
        else:
            raise RuntimeError("Poisson solver did not converge")
        history[k] = -phi[-1] * T
        energy = speed**2 / 2 + phi
        speed[1:] -= dt / dx * np.diff(energy)
        flux = dens * speed
        dens[1:] -= dt / dx * np.diff(flux)
        wall_flux[k] = flux[-1]
        sigma += dt * ((1 + emission) * flux[-1]
                       - electron_sat * np.exp(phi[-1]))
    return np.arange(count + 1) * dt * time_unit, history, wall_flux


def predicted_U(ramp_factor, t):
    """Charge balance with a quasi-static sheath, in volts."""
    supply = cap * step + (ramp_factor - 1) * t / time_unit
    return T * brentq(lambda u: cap * (u - u_float) + expelled(u) - supply,
                      u_float, 3 * u_target)


# ---------- test: layers in series, from a Laplace solution ----------
cell = 10e-6
cells_eps = eps0 * np.r_[np.ones(int(round(gap / cell))),
                         eps_r * np.ones(int(round(thickness / cell)))]
m = len(cells_eps) - 1
laplace = (np.diag(cells_eps[:-1] + cells_eps[1:])
           - np.diag(cells_eps[1:-1], 1) - np.diag(cells_eps[1:-1], -1))
rhs = np.zeros(m)
rhs[-1] = cells_eps[-1]              # surface at 1 V, electrode at 0 V
potential = np.linalg.solve(laplace, rhs)
C_laplace = cells_eps[0] * potential[0] / cell
C_gap = 1 / (1 / C + gap / eps0)
assert abs(C_laplace / C_gap - 1) < 1e-8

# ---------- test: electron capacitance from static sheaths ----------
charges = []
for u_wall in (u_target - 1, u_target + 1):
    xs, us = static_sheath(u_wall, 80.0, 0.05)
    charges.append(np.trapezoid(np.exp(-us), xs) if hasattr(np, "trapezoid")
                   else np.trapz(np.exp(-us), xs))
ce_numeric = (charges[0] - charges[1]) / 2
assert abs(ce_numeric / c_electron(u_target) - 1) < 0.02

# ---------- tests: time-dependent sheath ----------
t, U_hold, flux_hold = simulate(1.0)
_, U_flat, _ = simulate(0.0)
_, U_steep, _ = simulate(1.1)
_, U_emit, _ = simulate(1 + gamma, emission=gamma)


def at(series, time):
    return float(np.interp(time, t, series))


late = t >= hold_time / 2
ramp_travel = ramp * hold_time / 2
drift_hold = np.ptp(U_hold[late])
drift_emit = np.ptp(U_emit[late])
# A sheath edge at exactly the sound speed settles slowly: a few percent.
assert drift_hold < 0.03 * ramp_travel
assert drift_emit < 0.03 * ramp_travel
assert abs(flux_hold[-1] - 1) < 0.03
assert abs(U_hold[-1] - U_target) < 0.04 * U_target
t_flat = 3e-6
U_flat_pred = predicted_U(0.0, t_flat)
assert abs(at(U_flat, t_flat) - U_flat_pred) < 0.04 * U_target
steep_gain = U_steep[-1] - U_hold[-1]
steep_pred = (0.1 * J * hold_time
              / (C + c_electron(u_target) * eps0 / debye))
assert abs(steep_gain / steep_pred - 1) < 0.07

# ---------- sizes of neglected effects ----------
width = quad(lambda u: 1 / field(u), 1, u_target)[0] * debye
transit = quad(lambda u: 1 / (field(u) * np.sqrt(1 + 2 * u)),
               1, u_target)[0] * time_unit
V_glass = (step - (u_target - u_float)) * T + ramp * hold_time
E_glass = V_glass / thickness * 1e-8
gas_density = pressure_mTorr * 1e-3 * const.torr / (kB * gas_temp)
free_path = 1 / (gas_density * cross_section)
collided = 1 - np.exp(-width / free_path)
reset = hold_time / (electron_sat - 1)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Glass thickness", thickness * 1e3, "mm")
show("Relative permittivity", eps_r)
show("Ion current density J", J * 0.1, "mA/cm2")
show("Electron temperature", T, "eV")
show("Target sheath voltage", U_target, "V")
show("Hold time", hold_time * 1e6, "us")
show("Capacitance C", C * 1e8, "pF/cm2")
show("Ramp magnitude J/C", ramp * 1e-6, "V/us")
show("Ramp magnitude J/C, SI", ramp, "V/s")
show("Ramp travel in hold time", ramp * hold_time, "V")
show("Ion entry speed", uB, "m/s")
show("Sheath-edge density", n_edge * 1e-6, "cm^-3")
show("Debye length", debye * 1e3, "mm")
show("Floating sheath voltage", u_float * T, "V")
show("Initial negative step", step * T, "V")
show("Part of step for sheath widening", expelled(u_target) / cap * T, "V")
show("Ce/C at target, formula", c_electron(u_target) / cap)
show("Ce/C at target, static numerics", ce_numeric / cap)
for time_us in (0.0, 0.5, 1.0, 2.5, 5.0):
    print(f"Simulated U at {time_us} us: ramp {at(U_hold, time_us*1e-6):.1f} V"
          f", flat bias {at(U_flat, time_us*1e-6):.1f} V")
show("Peak U with ramp", U_hold.max(), "V")
show("Range of U, second half, with ramp", drift_hold, "V", 2)
show("Final wall ion current / J", flux_hold[-1])
show("Flat bias, U at 3 us, simulated", at(U_flat, t_flat), "V")
show("Flat bias, U at 3 us, predicted", U_flat_pred, "V")
show("Ramp 10% too steep, gain in U, simulated", steep_gain, "V", 3)
show("Ramp 10% too steep, gain in U, predicted", steep_pred, "V", 3)
show("Secondary yield (rough)", gamma)
show("Ramp with secondary emission", ramp * (1 + gamma) * 1e-6, "V/us")
show("Range of U, second half, with emission", drift_emit, "V", 2)
show("Gap under wafer", gap * 1e6, "um")
show("Ramp with gap, no emission", J / C_gap * 1e-6, "V/us")
show("Film thickness", film * 1e9, "nm")
show("Film relative permittivity (rough)", film_eps)
show("Relative ramp change by film", film / film_eps * eps_r / thickness,
     "", 2)
show("Glass resistivity (rough)", resistivity, "ohm m")
show("Leakage current / J", V_glass / (resistivity * thickness * J), "", 2)
show("Electron current / J at target", np.exp(u_float - u_target), "", 2)
show("Voltage across glass at end", V_glass, "V")
show("Field in glass at end", E_glass, "MV/cm", 3)
show("Breakdown field (rough)", breakdown, "MV/cm")
show("Field / breakdown field", E_glass / breakdown, "", 2)
show("Sheath width (to 1 T below edge)", width * 1e3, "mm", 3)
show("Ion transit time over that width", transit * 1e6, "us", 3)
show("Gas pressure", pressure_mTorr, "mTorr")
show("Gas temperature", gas_temp, "K")
show("Charge-exchange cross section (rough)", cross_section * 1e4, "cm2")
show("Ion mean free path", free_path * 1e3, "mm", 3)
show("Fraction of ions that collide", collided, "", 2)
show("Shortest electron reset pulse", reset * 1e9, "ns", 3)
print("all good")
```

Printed output:

```
Glass thickness: 0.5 mm
Relative permittivity: 3.9
Ion current density J: 0.1 mA/cm2
Electron temperature: 3 eV
Target sheath voltage: 100 V
Hold time: 5 us
Capacitance C: 6.906 pF/cm2
Ramp magnitude J/C: 14.48 V/us
Ramp magnitude J/C, SI: 1.448e+07 V/s
Ramp travel in hold time: 72.4 V
Ion entry speed: 2692 m/s
Sheath-edge density: 2.319e+09 cm^-3
Debye length: 0.2674 mm
Floating sheath voltage: 14.04 V
Initial negative step: 101.2 V
Part of step for sheath widening: 15.27 V
Ce/C at target, formula: 0.1359
Ce/C at target, static numerics: 0.1357
Simulated U at 0.0 us: ramp 108.6 V, flat bias 108.6 V
Simulated U at 0.5 us: ramp 104.4 V, flat bias 97.6 V
Simulated U at 1.0 us: ramp 102.9 V, flat bias 89.4 V
Simulated U at 2.5 us: ramp 101.3 V, flat bias 68.3 V
Simulated U at 5.0 us: ramp 100.7 V, flat bias 36.2 V
Peak U with ramp: 108.6 V
Range of U, second half, with ramp: 0.62 V
Final wall ion current / J: 1.009
Flat bias, U at 3 us, simulated: 61.71 V
Flat bias, U at 3 us, predicted: 62.11 V
Ramp 10% too steep, gain in U, simulated: 6.56 V
Ramp 10% too steep, gain in U, predicted: 6.37 V
Secondary yield (rough): 0.1
Ramp with secondary emission: 15.93 V/us
Range of U, second half, with emission: 0.67 V
Gap under wafer: 10 um
Ramp with gap, no emission: 15.61 V/us
Film thickness: 20 nm
Film relative permittivity (rough): 9
Relative ramp change by film: 1.7e-05
Glass resistivity (rough): 1e+12 ohm m
Leakage current / J: 1.8e-07
Electron current / J at target: 3.6e-13
Voltage across glass at end: 87.67 V
Field in glass at end: 0.00175 MV/cm
Breakdown field (rough): 0.3 MV/cm
Field / breakdown field: 0.0058
Sheath width (to 1 T below edge): 3.85 mm
Ion transit time over that width: 0.356 us
Gas pressure: 5 mTorr
Gas temperature: 400 K
Charge-exchange cross section (rough): 5e-15 cm2
Ion mean free path: 16.6 mm
Fraction of ions that collide: 0.21
Shortest electron reset pulse: 46.9 ns
all good
```
